Converting the Lennard-Jones thermal-conductivity unit to W/(m K) for argon

**Question**

I am learning to compute thermal conductivity from an equilibrium molecular-dynamics simulation of argon. The code works in Lennard-Jones reduced units and prints a pure number. My exercise says:

"Using the standard argon parameters σ = 3.405 Å and ε/k_B = 119.8 K, show that one reduced unit of thermal conductivity is about 0.0188 W/(m K)."

I am stuck in two places. A conductivity in W/(m K) contains a time, because a watt is a joule per second, but I am given only a length and an energy. I can see that k_B/σ² times some velocity has the right dimensions, but which velocity?

My second problem is the Green-Kubo formula in the code. It contains a volume, a squared heat flux, a time integral and 1/T². Do I convert each of these separately, or can I multiply the final number by 0.0188? And if I can, is 0.0188 W/(m K) then the conductivity of argon?

**Answer**

You are right about the missing time: σ and ε alone do not fix the unit. The third ingredient is the mass of the argon atom, m = 39.948 u, which the exercise leaves unsaid. With it the unit follows from Newton's law and Fourier's law. One multiplication at the end is enough, and the result is a conversion factor, not the conductivity of argon.

**The unit of time**

The atoms interact in pairs through

u(r) = 4ε[(σ/r)¹² − (σ/r)⁶].

Measure length in σ and energy in ε, and mark reduced quantities with a star, so that r = σr* and u = εu*. A force is an energy divided by a length, hence F = (ε/σ)F*. Write t = τt* with τ still unknown. Newton's law m d²r/dt² = F becomes

(mσ/τ²) d²r*/dt*² = (ε/σ) F*.

The reduced equation is free of parameters if the two prefactors are equal:

mσ/τ² = ε/σ, so τ² = mσ²/ε and τ = σ√(m/ε).

The velocity you were looking for is therefore

v₀ = σ/τ = √(ε/m).

**The unit of conductivity**

Fourier's law defines the conductivity λ through the heat flux q, the energy crossing unit area per unit time:

q = −λ ∇T.

The unit of λ is the unit of q divided by the unit of ∇T. Energy per area and time gives

q₀ = ε/(σ²τ).

Temperature is measured in ε/k_B, so a temperature gradient has the unit

(∇T)₀ = (ε/k_B)/σ = ε/(k_Bσ).

Dividing,

λ₀ = [ε/(σ²τ)] · [k_Bσ/ε] = k_B/(στ).

The explicit ε has cancelled. It returns as a square root when τ is inserted:

λ₀ = k_B/(σ · σ√(m/ε)) = (k_B/σ²) √(ε/m).

The result has a simple reading if it is written as

λ₀ = (k_B/σ³) · v₀ · σ.

This is a heat capacity per volume of one k_B in each σ³, times a speed, times a distance. Apart from a numerical factor, which is 1/3 in simple kinetic theory, it describes a medium in which energy is carried at speed v₀ over steps of one atomic diameter.

**The numbers**

The well depth in joules is

ε = 119.8 K × 1.380649×10⁻²³ J/K = 1.65402×10⁻²¹ J.

The mass is m = 6.63352×10⁻²⁶ kg. Then

v₀ = √(1.65402×10⁻²¹ J / 6.63352×10⁻²⁶ kg) = 157.91 m/s,

τ = 3.405×10⁻¹⁰ m / 157.91 m/s = 2.156×10⁻¹² s,

k_B/σ² = 1.380649×10⁻²³ J/K / (3.405×10⁻¹⁰ m)² = 1.19083×10⁻⁴ J/(K m²).

The product is

λ₀ = 1.19083×10⁻⁴ J/(K m²) × 157.91 m/s = 0.0188 W/(m K),

as was to be shown. The quotient of the two units in Fourier's law gives the same:

λ₀ = 6.616×10⁹ W/m² / 3.518×10¹¹ K/m = 0.0188 W/(m K).

Both of these units are huge on a laboratory scale. A reduced gradient of 1 means that the temperature changes by 119.8 K across one atomic diameter. An equilibrium simulation avoids imposing any gradient, which is one attraction of the Green-Kubo route.

To see how the parameters matter, take the logarithm of λ₀ and differentiate:

δλ₀/λ₀ = −2 δσ/σ + ½ δε/ε − ½ δm/m.

Raising σ by 1 % changes the unit by −1.97 %. The same rise in ε gives +0.50 %, and in m it gives −0.50 %. In each case the other two parameters are held fixed. These are changes of the unit at a given λ*. At a fixed density and temperature in SI units, new values of σ and ε also change the reduced density and temperature, and so in general λ* itself.

**What the code calls the heat flux**

To see that your Green-Kubo number carries the same unit, we need the formula and its ingredients. Let F_ij be the force on atom i from atom j, and r_ij = r_i − r_j. Share each pair energy equally between its two atoms:

e_i = ½ m v_i² + ½ Σ_j u_ij.

In a volume V with no energy entering from outside, the total flux is the rate at which the energy-weighted position moves:

VJ = d/dt Σ_i r_i e_i = Σ_i e_i v_i + Σ_i r_i de_i/dt.

The kinetic energy of atom i changes at the rate Σ_j F_ij·v_i, and the pair energy changes as du_ij/dt = −F_ij·(v_i − v_j). Hence

de_i/dt = Σ_j F_ij·v_i − ½ Σ_j F_ij·(v_i − v_j) = ½ Σ_j F_ij·(v_i + v_j).

Insert this in the last sum, then average the result with its copy in which i and j are exchanged. Because F_ji = −F_ij, the positions combine into a difference:

Σ_i r_i de_i/dt = ¼ Σ_{i≠j} r_ij F_ij·(v_i + v_j).

The product r_ij F_ij is unchanged when i and j are exchanged, so the v_i and v_j parts are equal. Therefore

VJ = Σ_i e_i v_i + ½ Σ_{i≠j} r_ij (F_ij·v_i).

The first term is energy carried along by moving atoms. The second is energy handed from atom to atom by forces. Absolute positions have dropped out, so the formula can be used in a periodic box, with r_ij taken to the nearest image. As a test, I took an open set of 108 particles and compared the formula with a numerical time derivative of Σ r_i e_i. The relative difference was 3.7×10⁻⁹.

**Where the Green-Kubo formula comes from**

Consider a large classical fluid with zero total momentum, centred on x = 0. Prepare it with a weak temperature profile T(x) = T + gx at uniform pressure. Local equilibrium means that each atom enters the statistical weight with the local temperature and chemical potential μ:

weight ∝ exp{−Σ_i [e_i − μ(x_i)]/[k_BT(x_i)]}.

To first order in g, the inverse temperature changes by −gx/T². For μ/T we use dμ = −s dT at constant pressure, where s is the entropy per atom and h = μ + Ts the enthalpy per atom:

d(μ/T) = −s dT/T − μ dT/T² = −(h/T²) dT.

The two changes together multiply the equilibrium weight by

1 + gM/(k_BT²), with M = Σ_i x_i (e_i − h).

Its time derivative is dM/dt = VJ_x − h Σ_i v_ix. The last sum vanishes because the total momentum is zero, so dM/dt = VJ_x.

The equilibrium average of J_x is zero. The flux a time t after the preparation is thus

⟨J_x(t)⟩_g = [g/(k_BT²)] ⟨M(0) J_x(t)⟩ = [g/(k_BT²)] ⟨M(−t) J_x(0)⟩,

where angle brackets without a subscript are equilibrium averages, which do not change when both times are shifted. Now substitute

M(−t) = M(0) − V ∫₀ᵗ J_x(−s) ds,

in which s is from here on a time. The term ⟨M(0)J_x(0)⟩ is zero: reversing all velocities leaves M unchanged but reverses J_x. What remains is

⟨J_x(t)⟩_g = −g [V/(k_BT²)] ∫₀ᵗ ⟨J_x(0)J_x(s)⟩ ds.

Compare this with q = −λg. The two minus signs match, and the factor multiplying g is λ, once t is long enough for the correlation to have died out but too short for the edges of the sample to affect the bulk. In an isotropic fluid we may average over three directions:

λ = [V/(3k_BT²)] ∫₀^∞ ⟨J(0)·J(t)⟩ dt.

**One multiplication is enough**

Replace every quantity in this formula by its unit:

- V gives σ³.
- J² gives [ε/(σ²τ)]² = ε²/(σ⁴τ²).
- The time integral gives τ.
- k_BT² gives k_B(ε/k_B)² = ε²/k_B.

The unit of the whole expression is

σ³ · ε²/(σ⁴τ²) · τ · k_B/ε² = k_B/(στ) = λ₀.

The factor 1/3 is a pure number and stays inside λ*. So run everything in reduced units, with k_B = 1 in the formula, and multiply once:

λ = λ* λ₀.

If your code already inserts SI values for V or T, multiplying by λ₀ would convert them twice.

This can be tested without waiting for good statistics, because the scaling holds for each trajectory separately. I integrated the same 108-atom trajectory twice, for 2.0 τ, once in reduced units and once in kilograms, metres and seconds. With the time integral stopped at 0.40 τ, the results were

reduced: 4.1635, SI: 0.078289 W/(m K), ratio: 0.018804 W/(m K).

The ratio is λ₀. Neither integral is a converged conductivity, since one short run is no equilibrium average.

The rule requires that the two simulations be the same in reduced form. A cutoff radius must be the same multiple of σ, and a thermostat's relaxation time, if there is one, the same multiple of τ. In a mixture, keep one fixed choice of σ, ε and m as units, for example those of one species. The composition and the ratios of the other parameters to these then become further variables on which λ* depends. The Green-Kubo formula above holds for a single species. In a mixture diffusion also carries energy, and the formula must be extended to account for it.

**Is 0.0188 W/(m K) the conductivity of argon?**

No. It is the conductivity of a state with λ* = 1. For a given potential, λ* depends on the reduced density and temperature. The dilute gas happens to pass through λ* ≈ 1 near T* = 2.7, about 320 K, so argon gas slightly above room temperature does conduct about 0.019 W/(m K). That holds for this one state only: the colder gas lies below it and the liquid several times above.

For a liquid, I simulated 108 atoms at reduced density 0.80, or 1344 kg/m³, and mean reduced temperature 1.000, or 119.8 K. The potential was cut at 2.5σ and shifted so that the pair energy vanishes there. The atoms started on a lattice, which was melted before the measurement. During the measured run of 100 τ (216 ps), their mean squared displacement was 34.1 σ², so they were diffusing as in a liquid.

With the time integral taken to 1.00 τ, the result is

λ* = 5.51 ± 0.44,

λ = 5.51 × 0.0188 W/(m K) = 0.104 W/(m K), with a standard error of 0.008 W/(m K).

The error comes from the scatter of 15 estimates, three directions in each of five blocks of the run, treated as independent. With so few estimates, the error itself is only roughly known, and here it is probably too small: longer runs of the same model give λ* near 5.9, or 0.11 W/(m K), and their scatter corresponds to an error of about 0.6 for a run of 100 τ. Only the first digit of λ* is secure. Stopping the integral at half the time gives λ* = 5.59. The change of 0.08 is small compared with the standard error of 0.44, so the choice between these two limits hardly matters at the accuracy quoted. The two values share the same data, so this comparison does not test whether the change itself is significant. The error does not include the effects of the small box, 1.747 nm wide, or of the cutoff.

The dilute gas is the opposite case. There the density drops out, and λ₀ and the reduced temperature set the scale. Let n be the number of atoms per volume, and let the free path ℓ be long compared with σ but short compared with the container. Dropping numerical factors of order one, and taking σ² as the collision cross-section, we have

heat capacity per volume ~ nk_B, speed ~ √(k_BT/m), ℓ ~ 1/(nσ²).

The conductivity is of the order of their product:

λ ~ nk_B · √(k_BT/m) · 1/(nσ²) = (k_B/σ²)√(k_BT/m) = λ₀√T*.

The density cancels: more atoms carry energy, but each carries it less far. The factor √T* assumes a fixed cross-section, as for hard spheres. For Lennard-Jones atoms the effective cross-section shrinks as the temperature rises, so λ* grows faster, with an exponent falling from about 1 near T* = 1 to about 0.7 near T* = 10. Chapman-Enskog kinetic theory gives λ* ≈ 0.41 at T* = 1 and 0.96 at T* = 2.5, where √T* is 1.0 and 1.6. The estimate fails when ℓ becomes comparable with σ, because energy transfer through forces then matters. It also fails when ℓ reaches the size of the container, because the walls then limit the free path.

**How this compares with real argon**

As rough literature figures, not computed here, argon gas near room temperature and ordinary pressure conducts about 0.02 W/(m K), and the liquid about 0.1 W/(m K). The model liquid is thus of the right size. Its density is above that of liquid argon in equilibrium with its vapour at the same temperature, so the real counterpart would be a compressed liquid. This rough agreement does not verify λ₀, which follows from the definitions alone.

Two approximations in the model can be sized. The first is classical motion. For an oscillator of frequency ω, the quantum mean kinetic energy at high temperature is

(ħω/4) coth[ħω/(2k_BT)] ≈ ½k_BT [1 + (ħω)²/(12(k_BT)²)].

The extra energy is ħ²ω²/(24k_BT) per direction. For one atom among its neighbours, the three values of mω² add up to the Laplacian ∇²U of the potential energy with respect to that atom's position. Dividing the summed extra energy by the classical 3k_BT/2 gives

relative correction ≈ ħ²⟨∇²U⟩ / [36m(k_BT)²].

Applied to the liquid as a local estimate, with the simulated ⟨∇²U⟩ = 834.5 ε/σ², this is 2.0 %. The curvature can be tested, because integration by parts over the Boltzmann weight gives ⟨F²⟩ = k_BT⟨∇²U⟩, where F is the total force on an atom and the small jump of the force at the cutoff is neglected. The simulated mean squared force yields 830.7 ε/σ², which differs by about 0.5 %.

The second approximation is that forces act only in pairs. I estimated the three-body dispersion energy with the Axilrod-Teller expression,

E₃ = ν(1 + 3 cos α₁ cos α₂ cos α₃)/(r₁₂r₂₃r₃₁)³, with ν ≈ ¾ α_p C₆.

Here α₁, α₂ and α₃ are the angles of the triangle formed by three atoms. I used a rough polarizability volume α_p = 1.6 Å³ and C₆ = 4εσ⁶ from the Lennard-Jones attraction. Summed over triplets whose sides are all shorter than a third of the box, this energy is positive and about 7 % of the size of the pair energy. It is a rough figure. The wider triplets left out here would raise it to about 9 %. On the other hand, the Lennard-Jones C₆ exceeds the true dispersion coefficient of argon, and the literature value of ν is roughly 40 % smaller than the one used. With both changes the figure is about 5 %.

These percentages refer to energies. I have not computed how far the two effects move the conductivity, so they should not be applied to 0.104 W/(m K) as corrections. They concern λ* and leave λ₀ untouched, because λ₀ is fixed once σ, ε and m are chosen. The remaining intermediate values are in the numerical output below.

Table of computed values

```
sigma = 3.405 angstrom
eps/kB = 119.8 K
argon mass = 39.948 u = 6.63352e-26 kg
Boltzmann constant = 1.380649e-23 J/K
eps = 1.65402e-21 J
velocity unit sqrt(eps/m) = 157.91 m/s
time unit tau = 2.1563 ps
kB/sigma^2 = 1.19083e-04 J/(K m^2)
heat-flux unit = 6.61587e+09 W/m^2
temperature-gradient unit = 3.51836e+11 K/m
thermal-conductivity unit = 0.018804 W/(m K)
change of unit for +1 % in sigma = -1.97 %
change of unit for +1 % in eps = +0.50 %
change of unit for +1 % in mass = -0.50 %
flux formula, relative error against derivative = 3.7e-09
short run: SI/reduced heat flux = 6.61587e+09 W/m^2
short run: reduced Green-Kubo integral = 4.1635
short run: SI Green-Kubo integral = 0.078289 W/(m K)
short run: SI/reduced Green-Kubo = 0.018804 W/(m K)
short run: duration = 2.0 tau
short run: integration limit = 0.40 tau
liquid: number of atoms = 108
liquid: reduced density = 0.80
liquid: mass density = 1344 kg/m^3
liquid: box edge = 5.130 sigma = 1.747 nm
liquid: mean reduced temperature = 1.000
liquid: mean temperature = 119.8 K
liquid: time step = 0.005 tau = 10.78 fs
liquid: run length = 100 tau = 216 ps
liquid: mean squared displacement = 34.1 sigma^2
liquid: energy change over run = 1.9e-04 eps per atom
liquid: integration limit = 1.00 tau
liquid: reduced conductivity = 5.51
liquid: its standard error = 0.44
liquid: reduced conductivity, half limit = 5.59
liquid: conductivity = 0.104 W/(m K)
liquid: its standard error = 0.008 W/(m K)
mean Laplacian of energy = 834.5 eps/sigma^2
same from mean squared force = 830.7 eps/sigma^2
quantum correction to kinetic energy = 2.03 %
rough polarizability volume = 1.6 angstrom^3
close-triplet energy / pair energy, rough = 7 %
```
